# Eighth-root penetration along triple junctions with leaking grain boundaries

## A sealed lattice first

Let a straight triple junction run down from a surface, along $z$. It is a fast channel of cross-section $q$ and diffusivity $D_t$. Three grain boundaries of width $\delta$ and diffusivity $D_b$ meet along it. From $t=0$ the surface is held at tracer fraction $c_0$; inside there is no tracer at first. Suppose that the crystal takes up nothing.

Tracer that leaves the junction spreads sideways in each boundary over a distance of about $(D_bt)^{1/2}$. The gradient there is about $c/(D_bt)^{1/2}$, so unit length of junction loses $3\delta D_b\,c/(D_bt)^{1/2}$ per unit time. If the junction profile has length $L$, conduction along the channel supplies about $qD_t\,c/L^2$ per unit length. Equating the two gives

$$L^2=\frac{qD_t}{3\delta D_b}(D_bt)^{1/2},\qquad L\propto t^{1/4}.$$

This holds once the channel stores little compared with the boundaries, $q\ll3\delta(D_bt)^{1/2}$, and while the sideways spread $(D_bt)^{1/2}$ is well below $L$. Later the boundaries themselves carry tracer downwards, and the exponent rises towards $1/2$.

A channel that conserved its tracer would give $t^{1/2}$. A side region that fills diffusively halves the exponent. If the boundaries themselves lose tracer to the lattice, the sideways spread is slower than $t^{1/2}$, and the exponent falls again.

## The estimate with a leaking lattice

The tracer fraction is taken as continuous between regions, with equal site density in all of them, as for an isotope of a host species without segregation. The lattice diffusivity is $D_l$.

**Lattice.** Tracer enters the crystal to a depth $\ell=(D_lt)^{1/2}$. The flux through one boundary face is about $D_lc/\ell=c(D_l/t)^{1/2}$, and a boundary has two faces.

**Boundary.** Let the profile in the boundary, measured away from the junction, have length $L_b$. Supply balances loss when

$$\frac{\delta D_b\,c}{L_b^2}=2c\left(\frac{D_l}{t}\right)^{1/2}
\quad\Rightarrow\quad
L_b=\left(\frac{\delta D_b}{2}\right)^{1/2}\left(\frac{t}{D_l}\right)^{1/4}.$$

**Junction.** The gradient at the mouth of each boundary is now $c/L_b$. With three boundaries,

$$\frac{qD_t\,c}{L_t^2}=\frac{3\delta D_b\,c}{L_b}
\quad\Rightarrow\quad
L_t=(\Lambda L_b)^{1/2},\qquad \Lambda=\frac{qD_t}{3\delta D_b}.$$

Since $L_b\propto t^{1/4}$, the junction penetration grows as $t^{1/8}$. Collecting the powers,

$$L_t\propto (qD_t)^{1/2}(\delta D_b)^{-1/4}D_l^{-1/8}t^{1/8}.$$

The exponent of $\delta D_b$ is $-1/2$ from $\Lambda$ and $+1/4$ from $L_b$. Faster boundaries therefore shorten the junction penetration, because they drain the channel more strongly.

The estimate assumes an order of lengths. The boundary stores little if $\delta\ll\ell$. Lattice diffusion is nearly normal to the boundary if $\ell\ll L_b$. The channel walls take up little directly if the channel width is far below $L_b$. The channel itself stores about $qc/t$ per unit length and time, against a leak of $3\delta D_bc/L_b=6\ell L_bc/t$, so its storage is small if $q\ll6\ell L_b$. Boundary diffusion is nearly normal to the junction if $L_b\ll L_t$, which is the same as $L_b\ll\Lambda$. Finally, the grains must be wider than $L_b$ and the junction longer than $L_t$.

## Does the changing history spoil the power?

The estimate used the present value of $c$ in every loss term, although the losses depend on how $c$ rose in the past. A Laplace transform in time, marked by a hat, includes that history.

In the lattice, at distance $x$ from a boundary face, $s\hat c=D_l\,\partial_x^2\hat c$. The decaying solution is $\hat c\propto e^{-x(s/D_l)^{1/2}}$, so the flux into each face is $D_l(s/D_l)^{1/2}\hat c=(D_ls)^{1/2}\hat c$. With boundary storage neglected, the balance in the boundary at distance $y$ from the junction is

$$\delta D_b\,\partial_y^2\hat c=2(D_ls)^{1/2}\hat c,
\qquad \hat c\propto e^{-\kappa_by},
\qquad \kappa_b^2=\frac{2(D_ls)^{1/2}}{\delta D_b}.$$

The flow into each boundary is $\delta D_b\kappa_b\hat c$. Neglecting storage in the channel as well,

$$qD_t\,\partial_z^2\hat c=3\delta D_b\kappa_b\hat c
\quad\Rightarrow\quad
\kappa_t^2=\frac{\kappa_b}{\Lambda},\qquad
\hat c=\frac{c_0}{s}e^{-\kappa_tz}.$$

The factor $c_0/s$ is the transform of the constant surface value. At $s=1/t$ the definition of $\kappa_b$ gives $\kappa_b=1/L_b$. For general $s$ it follows that $\kappa_b=(st)^{1/4}/L_b$ and $\kappa_t=(st)^{1/8}/L_t$. The power survives within these equations.

To return to time, set $\xi=z/L_t$ and expand the exponential:

$$\hat c=c_0\sum_{n=0}^{\infty}\frac{(-\xi)^n}{n!}\,t^{n/8}s^{n/8-1}.$$

The inversion contour can be wrapped around the negative real axis of $s$. There $e^{st}$ decays faster than $e^{|\kappa_t|z}$ can grow, so the series may be integrated term by term. The contour formula for $1/\Gamma$ turns $s^{n/8-1}$ into $t^{-n/8}/\Gamma(1-n/8)$, and the powers of $t$ cancel:

$$\frac{c}{c_0}=\sum_{n=0}^{\infty}\frac{(-\xi)^n}{n!\,\Gamma(1-n/8)}.$$

Terms with $n=8,16,\dots$ vanish, because $1/\Gamma$ is zero there. The profile depends on depth and time through $z/L_t$ alone, so the depth of any fixed fraction grows as $t^{1/8}$.

A single measure of depth is the integral of the profile. From

$$\int_0^\infty\hat c\,dz=\frac{c_0}{s\kappa_t}=c_0L_tt^{-1/8}s^{-9/8}$$

and the inverse $s^{-9/8}\to t^{1/8}/\Gamma(9/8)$,

$$\frac1{c_0}\int_0^\infty c\,dz=\frac{L_t}{\Gamma(9/8)}.$$

The estimate thus lacked a factor close to one, but no power of time.

For the sealed lattice, the boundary equation is $s\hat c=D_b\partial_y^2\hat c$ instead. Then $\kappa_b=(s/D_b)^{1/2}$ and $\kappa_t\propto s^{1/4}$. The same integration gives the depth $L/\Gamma(5/4)$, with the $L$ of the opening section.

## When the boundaries also carry tracer downwards

Diffusion along $z$ inside the boundaries was dropped. Restoring it gives, in each boundary and on the junction line,

$$\partial_y^2\hat c+\partial_z^2\hat c=\kappa_b^2\hat c,
\qquad
\Lambda\,\partial_z^2\hat c+\partial_y\hat c=0\quad(y=0).$$

The second equation is the channel balance divided by $3\delta D_b$. A tail $e^{-\kappa z-\lambda y}$ satisfies the first equation if $\kappa^2+\lambda^2=\kappa_b^2$, and the second if $\lambda=\Lambda\kappa^2$. Eliminating $\lambda$,

$$\kappa^2+\Lambda^2\kappa^4=\kappa_b^2,
\qquad
\kappa^2=\frac{-1+(1+4\Lambda^2\kappa_b^2)^{1/2}}{2\Lambda^2}.$$

The positive root is the one that makes $\kappa$ real. To estimate a growth exponent, put $s=1/t$, so that $\kappa_b^2\propto t^{-1/2}$, and define $p=-d\ln\kappa/d\ln t$. Differentiating the left-hand equation with respect to $\ln t$ gives

$$-p\,(2\kappa^2+4\Lambda^2\kappa^4)=-\tfrac12\kappa_b^2.$$

Replacing $\kappa_b^2$ by $\kappa^2+\Lambda^2\kappa^4$ and dividing by $\kappa^2$,

$$p=\frac{1+\Lambda^2\kappa^2}{4(1+2\Lambda^2\kappa^2)}.$$

For $\Lambda\gg L_b$ this is $1/8$. For $\Lambda\ll L_b$ it is $1/4$: then $\kappa\approx\kappa_b$, and the junction reaches hardly deeper than the boundaries around it. At $\Lambda=L_b$ this estimate gives 0.18; it refers to the tail at $s=1/t$, and the exponent of the integrated depth with surface supply is somewhat larger, 0.19. Since $L_b$ grows with time while $\Lambda$ does not, the eighth root is an intermediate law, even in a very large grain. The $1/4$ regime itself needs $\ell\ll L_b$ as well. The two lengths meet at $\ell=L_b=\delta D_b/(2D_l)$, so that regime appears only if $\Lambda$ is well below this length. In the example below it is 50 µm, less than $\Lambda$, and $\ell$ overtakes $L_b$ first.

## An example: melt-filled junctions in alumina

Consider an oxygen tracer in coarse-grained alumina near 1800 K, with a trace of silicate melt in thin triple-junction channels and dry boundaries. Ordinary liquid-phase-sintered alumina, with a per cent or so of melt, would have channels micrometres wide at the grain size used here; they violate $q\ll6\ell L_b$ and lie outside this example. The channels assumed here amount to a melt fraction of only about $2\times10^{-7}$, roughly a hundredth of the volume of the boundaries themselves. So little silicate might dissolve or segregate instead, and silicate-bearing alumina often has nanometre films on its boundaries, which would raise $\delta D_b$. The microstructure is therefore an assumption that illustrates the regime, not a description of a known sample. The following round values are rough and mark a regime: $D_l=10^{-16}$, $D_b=10^{-11}$ and $D_t=10^{-8}$ cm²/s, $\delta=1$ nm, $q=400$ nm², grain edges of 50 µm, and an anneal of 100 h, or $3.6\times10^5$ s. Then

$$\ell=(10^{-16}\times3.6\times10^5)^{1/2}\ \text{cm}=60\ \text{nm},$$

$$L_b=\left(\frac{\delta D_b}{2D_l}\,\ell\right)^{1/2}
=\left(\frac{1\times10^5}{2}\times60\right)^{1/2}\text{nm}=1.73\ \text{µm},$$

$$\Lambda=\frac{400\times10^3}{3\times1}\ \text{nm}=133\ \text{µm},
\qquad L_t=(133\times1.73)^{1/2}\ \text{µm}=15.2\ \text{µm}.$$

The lengths are in the required order, with $L_t/L_b=8.8$. The fraction falls to 10% of the surface value at $2.43L_t=37$ µm on the junction, but at 4.3 µm on a boundary far from it. With the lattice sealed and all else fixed, the formula for an isolated junction would give $L=50$ µm. This is only a length for comparison: it equals the grain edge, and the sideways spread $(D_bt)^{1/2}=19$ µm is close to half a facet. Lattice uptake steepens the gradients in the boundaries and so drains the junction.

By the leading law, doubling the depth takes $2^8=256$ times the time. Going forward from 100 h this is only a guide: depth diffusion in the boundaries lowers the factor to about 210, and by then about a fifth of the surface fraction reaches the end of the 50 µm edge. Ten times the time multiplies $L_t$ by only 1.33. A tenfold increase of one diffusivity, with the others fixed, multiplies $L_t$ by 3.2 for $D_t$, 0.56 for $D_b$ and 0.75 for $D_l$. One measured depth fixes only the product of these powers; with the other parameters known, it constrains $qD_t$ far better than it constrains $D_l$.

## Comparison with a calculation in time

The lattice, boundary and junction equations were also stepped forward in time on a grid, with local diffusion and conservation as the only input. Each region kept its one leading direction of diffusion. Storage in the channel was left out of both cases, and storage in the boundaries was left out of the leaking case only.

| Case | Integrated depth, formula | Stepped in time | Growth over 256-fold time |
|---|---:|---:|---:|
| Leaking lattice | 16.14 µm | 16.11 µm | 1.996 |
| Sealed lattice (boundaries store) | 55.49 µm | 55.38 µm | 3.998 |

The predicted growth factors are $256^{1/8}=2$ and $256^{1/4}=4$. In the leaking case the whole profile agrees with the series to about 0.001 of the surface value. The early end of this comparison, 0.39 h, tests the equations rather than the material: there $\ell$ is below 4 nm, and neglecting boundary storage is a poorer approximation.

Diffusion along depth in the boundaries was tested separately, at $\Lambda/L_b=3$, where it matters. A two-dimensional numerical solution of the transformed equations at $s=1/t$, with surface supply, gave a tail decay rate of $0.531/L_b$, as the corrected formula does; the leading law gives $0.577/L_b$. In the alumina example this correction lengthens the decay length of the tail by 0.3%, and the local exponent estimated from the tail is 0.126 (0.127 for the integrated depth with surface supply). The surface also feeds the boundaries directly near the mouth of the junction, which reduces the leak there; with this included, the integrated depth rises by about 1%.

## What the real material changes

Restoring storage in the boundaries and channel changes the example's integrated depth by $-0.15\%$. The lattice fields of neighbouring boundaries overlap within about $\ell$ of the junction, which affects a share of the leakage of order $\ell/L_b=3.5\%$. Since $L_t$ varies as the inverse square root of the leakage, the effect on depth is at most about 2%. The finite width of the boundary facets is negligible here.

The straight, isolated junction is a more serious idealization. About 4% of the surface fraction remains at the end of a 50 µm edge, where a real junction branches, so the deep tail belongs to a network. Unequal oxygen density multiplies $qD_t$ by the melt-to-crystal density ratio; a ratio of 0.7, for illustration, would shorten $L_t$ by 16%. Anisotropy of lattice diffusion enters weakly, through $D_l^{-1/8}$; differences in $\delta D_b$ between boundaries of different orientation enter more strongly and are not sized here. Moving boundaries and a melt that changes composition lie outside the model, and their effect is not sized here. An error of a factor of two in $D_t$ alone would change $L_t$ by a factor of 1.4, more than any correction sized in this section.

The filled channel matters. Reaching even $\Lambda=L_b$ requires $D_t/D_b=3\delta L_b/q$, which is 13 here, against the assumed 1000. For a dry junction with $q=\delta^2$ and the same $L_b$, the threshold is about 5200, and a clear eighth root needs a ratio well above it. Without such a contrast, leaking boundaries alone do not produce the $t^{1/8}$ law. The numerical output below lists the remaining values.

## Computed results

```
lattice diffusivity D_l: 1e-16 cm2/s
boundary diffusivity D_b: 1e-11 cm2/s
junction diffusivity D_t: 1e-08 cm2/s
boundary width delta: 1 nm
junction cross-section q: 400 nm2
junction width sqrt(q): 20 nm
grain-edge length: 50 um
anneal time: 100 h
lattice length sqrt(D_l t): 60 nm
boundary length L_b: 1.732 um
length Lambda: 133.3 um
junction length L_t: 15.2 um
ratio L_t/L_b: 8.774
ratio Lambda/L_b: 76.98
integrated junction depth, formula: 16.14 um
integrated junction depth, time-domain: 16.11 um
same depth at 1/256 of the time, time-domain: 8.07 um
depth growth for 256 times the time: 1.996
fitted exponent, leaking lattice: 0.1247
largest profile difference, series and time-domain: 0.001218
10 percent point in units of L_t: 2.433
10 percent depth on junction: 36.97 um
10 percent depth on boundary far from junction: 4.302 um
sealed-lattice length: 50.3 um
sealed-lattice integrated depth, formula: 55.49 um
sealed-lattice integrated depth, time-domain: 55.38 um
sealed-lattice growth for 256 times the time: 3.998
fitted exponent, sealed lattice: 0.2499
sheet test Lambda/L_b: 3
sheet test decay rate times L_b, computed: 0.5313
sheet test decay rate times L_b, formula: 0.5314
sheet test decay rate times L_b, leading law: 0.5774
example tail length with depth diffusion: 15.25 um
change of L_t by depth diffusion: 0.3253 %
local exponent in example: 0.1258
local exponent if Lambda = L_b: 0.1809
change of depth by storage: -0.1499 %
boundary storage over lattice uptake: 0.8333 %
junction storage over boundary leak: 0.06415 %
lattice-field overlap, sqrt(D_l t)/L_b: 3.464 %
finite-facet loss of leak: 5.809e-11 %
fraction left at end of grain edge: 4.316 %
time when sqrt(D_l t) equals junction width: 11.11 h
time when L_b equals half the facet: 4.34e+06 h
D_t/D_b in example: 1000
D_t/D_b for Lambda = L_b, filled channel: 12.99
D_t/D_b for Lambda = L_b, dry junction q = delta^2: 5196
L_t factor for tenfold D_t: 3.162
L_t factor for tenfold D_b: 0.5623
L_t factor for tenfold D_l: 0.7499
L_t factor for tenfold time: 1.334
```
